# Fast Neutrals from Charge Exchange in a Uniform-Field Sheath, part 2

Positive ions of charge $+e$ ($e>0$) enter a plane sheath from the plasma at $x=0$ and reach a negatively biased wall at $x=s$. The voltage has magnitude $V$, and the field $E=V/s$ is uniform and points toward the wall. The expressions below read the same in Gaussian units as in SI.

In symmetric charge exchange, an ion becomes a neutral and a gas atom becomes a new ion. The model assumes:

1. Ions enter at rest.
2. An ion that advances by $dx$ exchanges charge with probability $dx/\lambda$, where the mean free path $\lambda$ is constant.
3. The neutral keeps the old ion's energy and direction; the new ion starts at rest.
4. Neutrals fly to the wall without further collisions.
5. There is no ionization or other scattering, and the flow is steady and one-dimensional.

One entering ion thus starts a chain of successive ions. The number of neutrals per chain is Poisson distributed with mean $a=s/\lambda$; a fraction $e^{-a}$ of entering ions make none.

The energy scales are $W_m=eV=eEs$ (the product, not the unit eV) and $W_\lambda=eE\lambda=W_m/a$. An ion that has flown a distance $\xi$ since starting from rest has energy $W=eE\xi$, and $u=W/W_\lambda=\xi/\lambda$.

Part (c) gives the distribution of $\xi$ among ions crossing the plane $x$,
$$g(\xi;x)=\frac{1}{\lambda}e^{-\xi/\lambda}\quad(0<\xi<x),\qquad\text{plus a weight } e^{-x/\lambda}\text{ at }\xi=x ,$$
and the fraction of ions striking the wall with energy above $W$, $F_i(>W)=e^{-W/W_\lambda}$ for $0\le W<W_m$.

Per entering ion, the neutrals at the wall have the spectrum of part (d),
$$\frac{dN}{dW}=\frac{1}{W_\lambda}\,e^{-W/W_\lambda}\left(1+\frac{W_m-W}{W_\lambda}\right),\qquad 0<W<W_m ,$$
and the number above $W$ of part (e),
$$N(>W)=\frac{W_m-W}{W_\lambda}\,e^{-W/W_\lambda}.$$

A stepwise calculation in part (f) matched $N(>W)$ to within $5.3\times10^{-6}$ (listed as "transport" in the numerical output).

By part (g), neutrals and ions carry to the wall, per entering ion, the energies
$$Q_n=W_\lambda\left(a-1+e^{-a}\right),\qquad Q_i=W_\lambda\left(1-e^{-a}\right),\qquad Q_n+Q_i=W_m .$$

### (h) What happens in a thin sheath and in a thick one? At what energies do neutrals outnumber ions?

**Solution.** For $a\ll1$, both $a$ and $u\le a$ are small, and
$$e^{-u}(1+a-u)=1+a-2u+\dots\approx1 .$$
The spectrum is then nearly flat, $dN/dW\approx1/W_\lambda=a/W_m$. Most chains make no neutral, and a single exchange is equally likely anywhere in the sheath. Since $a-1+e^{-a}\approx a^2/2$, the mean energy per neutral is $Q_n/a\approx W_\lambda a/2=W_m/2$.

For $a\gg1$ and energies well below $W_m$, the bracket in the spectrum is close to $a$, and $dN/dW\approx(a/W_\lambda)e^{-W/W_\lambda}$. The mean energy per neutral, $W_\lambda[1-(1-e^{-a})/a]$, approaches $W_\lambda$. The neutrals then carry nearly all the energy, in many small portions. In this limit, however, assumption 4 is in doubt, as part (j) shows.

The ratio of neutrals to ions above a given energy is
$$\frac{N(>W)}{F_i(>W)}=\frac{W_m-W}{W_\lambda}.$$
It exceeds one for $W<W_m-W_\lambda$. If $a<1$ no such energy exists, and ions are the more numerous above every $W$.

The number of neutrals above a fixed energy does not grow without limit as gas is added. Let $w=W/W_m$, and hold $V$, $s$ and $W$ fixed while $\lambda$ changes. Then
$$N(>W)=a(1-w)e^{-aw},\qquad \frac{\partial N}{\partial a}=(1-w)(1-aw)e^{-aw},$$
so the number is largest at $a=1/w$. More frequent exchange makes more neutrals, but it also shortens the flights that give them energy. This optimum belongs to the model and ignores the scattering of neutrals.

### (i) Evaluate the results for a sheath of 300 V and 5.0 mm in a gas at 30 mTorr and 300 K, with an exchange cross section of $5.0\times10^{-15}$ cm$^2$.

**Solution.** These are round model parameters. They lie in the rough range of a dc-biased substrate holder facing a low-pressure plasma of low density. The sheath of such a holder does not have a uniform field, as part (l) shows, so the energies below are those of the model.

The pressure is $0.030\times133.3=4.00$ Pa, and $k_BT=1.381\times10^{-23}\times300=4.14\times10^{-21}$ J. Their ratio is the gas density, $n_g=9.66\times10^{20}$ m$^{-3}=9.66\times10^{14}$ cm$^{-3}$. Then
$$\lambda=\frac{1}{n_g\sigma}=\frac{1}{9.66\times10^{14}\times5.0\times10^{-15}}\ \text{cm}=0.207\ \text{cm}=2.07\ \text{mm},$$
$$a=\frac{5.0}{2.071}=2.414,\qquad W_\lambda=\frac{300\ \text{eV}}{2.414}=124.3\ \text{eV}.$$

About 2.4 neutrals arrive per ion. A random simulation of 400,000 entering ions, each followed from exchange to exchange, gave $2.414\pm0.002$, where the uncertainty is one standard error. The fraction of ions that make no neutral is $e^{-2.414}=0.089$.

At zero energy the spectrum is $(1+2.414)/124.3=0.0275$ per eV. At 100 eV, $u=100/124.3=0.8045$ and $e^{-u}=0.447$, so
$$\frac{dN}{dW}=\frac{0.447\,(1+2.414-0.8045)}{124.3\ \text{eV}}=0.0094\ \text{eV}^{-1},$$
$$N(>100\ \text{eV})=(2.414-0.8045)\times0.447=0.72 .$$
Above 100 eV there are thus 0.72 neutrals and 0.45 ions per entering ion. By part (h) the two numbers are equal at $300-124=176$ eV, and above that energy ions prevail. Above 20 eV there are 1.92 neutrals, so about a fifth of the 2.41 neutrals lie below 20 eV. For a surface process with a threshold, only the neutrals above that threshold can contribute, so $s/\lambda$ overstates the useful number. The rate of the process also depends on how its yield varies with energy above the threshold.

The neutrals carry $124.3\,(2.414-1+0.089)\approx187$ eV per entering ion, or 62% of the total. The mean energy per neutral is $187/2.414\approx77$ eV. The ions carry the remaining 113 eV, which is their mean energy at the wall.

### (j) How many neutrals reach the wall unscattered if they have a mean free path $\lambda_n$ of their own?

**Solution.** A neutral made at $x$ still has to travel $s-x$, and does so unscattered with probability $e^{-(s-x)/\lambda_n}$. With $y=s-x$,
$$N_{\rm un}=\int_0^s\frac{dy}{\lambda}\,e^{-y/\lambda_n}=\frac{\lambda_n}{\lambda}\left(1-e^{-s/\lambda_n}\right).$$
For $\lambda_n\gg s$ the bracket is $s/\lambda_n-s^2/(2\lambda_n^2)+\dots$, so $N_{\rm un}\approx(s/\lambda)[1-s/(2\lambda_n)]$, and $s/\lambda$ is recovered. For $\lambda_n\ll s$ the number saturates at $\lambda_n/\lambda$: only neutrals made within about $\lambda_n$ of the wall arrive untouched.

Take a rough elastic cross section of $1.0\times10^{-15}$ cm$^2$, one fifth of the exchange value. Then $\lambda_n=10.4$ mm, $s/\lambda_n=0.483$, and
$$N_{\rm un}=5.00\left(1-e^{-0.4828}\right)=1.91 .$$
About 21% of the neutrals scatter before they reach the wall. They are not lost: each shares its energy with the atom it strikes. The result is more moving atoms with less energy and a wider spread of angles, which the spectrum of part (d) does not describe.

If the same cross section is applied to the ions, a chain suffers on average 0.48 elastic collisions over the full width. Their effect on the spectrum is not evaluated here.

### (k) Does the number $s/\lambda$ survive if the exchange cross section depends on energy?

**Solution.** In general it does not. The probability of exchange per unit length then depends on how far the ion has already flown, and the exchanges no longer form a Poisson process. To estimate the change, let the cross section fall slowly with energy,
$$\frac{\sigma(W)}{\sigma(W_\lambda)}\approx\left[1-b\ln\frac{W+k_BT}{W_\lambda}\right]^2,\qquad b=0.06,$$
with the value near $W_\lambda=124$ eV held at $5.0\times10^{-15}$ cm$^2$. The term $k_BT$ keeps the logarithm finite for an ion at rest. The slope $b$ is an assumed, rough value.

At 20 eV the factor is $[1+0.06\ln(124.3/20)]^2=1.23$, and at 300 eV it is $[1-0.06\ln(300/124.3)]^2=0.90$. Every new ion begins in the low-energy range, where exchange is more likely than for constant $\lambda$. Simulation with this cross section, in the same uniform field, gave 2.73 neutrals per ion, 13% more than 2.41. The simple count therefore depends on the energy at which the cross section is taken.

### (l) What changes if the field is not uniform?

**Solution.** With constant $\lambda$ the places of exchange do not depend on the field, so the number remains $s/\lambda$. The energies change. If $\Phi(x)$ is the magnitude of the potential drop from the plasma edge to $x$, a flight from $x_1$ to $x_2$ yields $e[\Phi(x_2)-\Phi(x_1)]$.

How much ion charge can a uniform field tolerate? In Gaussian units Poisson's equation for ions of density $n$ is $dE/dx=4\pi en$. If $n$ is constant, the field changes across the sheath by $4\pi ens$. A field that rises from zero at the plasma edge to $2V/s$ at the wall also has the mean value $V/s$, and is plainly not uniform. It requires
$$4\pi ens=\frac{2V}{s}\quad\Longrightarrow\quad n_c=\frac{V}{2\pi es^2}.$$
With $V=300$ V $\approx1.00$ statvolt, $e=4.80\times10^{-10}$ esu and $s=0.50$ cm, this is $n_c=1.3\times10^{9}$ cm$^{-3}$. The field is nearly uniform if the ion density in the sheath is far below this value.

In a sheath shaped by its own ions it is not. Suppose that ions of mass $M$ exchange charge so often that their drift speed follows the local field. They start from rest and fly a distance of order $\lambda$, so $v\propto\sqrt{eE\lambda/M}$. The current density $J=env$ is constant, hence $n\propto E^{-1/2}$, and Poisson's equation gives
$$E^{1/2}\frac{dE}{dx}=\text{const}\quad\Longrightarrow\quad E^{3/2}\propto x\quad\Longrightarrow\quad E\propto x^{2/3},$$
where the field at the plasma edge is set to zero. Integrating once more and fixing the total drop gives $\Phi=V(x/s)^{5/3}$. This profile strictly needs $\lambda\ll s$. At $a=2.4$ it serves as a comparison, not as a self-consistent solution. For a profile $\Phi=V(x/s)^p$ with $p>1$ the field rises from zero to $pV/s$, so the mean ion density is $(p/2)\,n_c$. This is $0.83\,n_c$ here and $0.67\,n_c$ for the collisionless value $p=4/3$. A sheath with zero field at the plasma edge therefore does not satisfy $n\ll n_c$.

An ion that reaches the wall after a last flight of length $u\lambda$ now brings $W_m[1-(1-u/a)^{5/3}]$. With the distribution of part (c), the mean ion energy is
$$\overline W_i=W_m\left\{\int_0^ae^{-u}\left[1-\left(1-\frac ua\right)^{5/3}\right]du+e^{-a}\right\}.$$
A number between 0 and 1 becomes smaller when raised to the power $5/3$. The square bracket therefore exceeds its uniform-field value $u/a$, and the ions gain energy at the expense of the neutrals.

For the example, with $V$, $s$ and $\lambda$ unchanged, the mean ion energy rises from 113 to 143 eV. The neutrals share the rest, so their mean energy falls from 77 eV to $(300-143.4)/2.414=65$ eV, a drop of 16%. The number above 20 eV falls from 1.92 to 1.65 per ion. Solving Poisson's equation together with the ion chains at $a=2.4$, again with zero field at the edge, gives a profile between $x^{4/3}$ and $x^{5/3}$ and smaller shifts: 135 eV per ion, 68 eV per neutral (a drop of 12%) and 1.75 neutrals above 20 eV.

### (m) How large are the remaining effects, and how does the model compare with a real biased electrode?

**Solution.** Ions enter a real sheath with a directed energy of about half the electron temperature. For a rough 3 eV this is 1.5 eV, or 0.5% of $W_m$.

A new ion has the thermal motion of the gas. Its mean transverse energy is $k_BT$, from $k_BT/2$ in each of two directions, and it passes this on to the neutral it becomes. At the mean neutral energy of 77 eV the typical angle to the normal is
$$\theta\approx\arctan\sqrt{\frac{k_BT}{W}}=\arctan\sqrt{\frac{0.0259}{77.4}}\approx1^\circ .$$
It grows as $W^{-1/2}$ toward low energy as long as it remains small. Elastic collisions can produce larger angles, which this estimate leaves out.

Electrons released at the wall cross the sheath and can ionize the gas. With a rough yield of 0.1 electron per ion and a rough constant ionization cross section of $2\times10^{-16}$ cm$^2$, they make $0.1\times9.66\times10^{14}\times2\times10^{-16}\times0.50\approx0.01$ extra ion per incident ion. Ionization by fast ions and neutrals is not estimated.

Pressures of tens of mTorr and bias voltages of some hundreds of volts are ordinary in plasma processing. A 5 mm sheath at 300 V belongs to a plasma of low density; a denser plasma has a thinner sheath, and at the same gas density $a$ is then smaller. The field of a real sheath is generally not uniform, because the sheath's own ion charge makes the field weak at the plasma edge. In the comparison of part (l), with constant $\lambda$, this lowers the mean neutral energy by 16% for the $x^{5/3}$ profile, or about 12% for the self-consistent one, and leaves the number unchanged. The energy dependence of the cross section assumed in part (k) raises the number by 13%, and with the elastic cross section assumed in part (j) about a fifth of the neutrals scatter on the way. Taken one at a time, the effects estimated here thus change the figure of 2.4 neutrals per ion, or the number that arrives unscattered, by about a fifth or less. This is not an error bound for a real sheath, because the effects were not combined, the cross sections are assumed values, and ionization by fast ions and neutrals was left out. Nor are the gas atoms set moving by elastic collisions counted. With the cross section of part (j), the ions and the neutrals each make about 0.5 such recoil atom per entering ion, so the number of moving atoms at the wall can exceed $s/\lambda$ by more than a fifth. Many processing electrodes are driven at radio frequency. Their sheath width and voltage vary in time, and the steady spectrum derived here does not apply to them without further work. The complete set of computed values is given in the numerical output.

## Numbers as computed

```
pressure: 30 mTorr
gas temperature: 300 K
exchange cross section: 5.0e-15 cm2
sheath voltage V: 300 V
sheath width s: 5.0 mm
gas density: 9.656e+14 cm-3
exchange mean free path lambda: 2.071 mm
field V/s: 60.0 V/mm
energy per mean free path Wl: 124.3 eV
neutrals per ion s/lambda: 2.414
simulated count: 2.414 +- 0.002
largest relative error, transport: 5.3e-06
ions making no neutral exp(-a): 0.0894
W (eV) | dN/dW (1e-3 per eV) | N(>W) per ion
    0 |  27.474 | 2.414
   20 |  22.287 | 1.918
   50 |  16.208 | 1.345
  100 |   9.391 | 0.720
  200 |   2.905 | 0.161
  300 |   0.720 | 0.000
neutral energy per incident ion: 186.8 eV
mean ion energy at wall: 113.2 eV
mean energy per neutral: 77.4 eV
neutral share of energy: 62.3 %
NEGLECTED EFFECTS
elastic cross section (rough): 1.0e-15 cm2
elastic mean free path: 10.36 mm
elastic hits over full width: 0.483
unscattered neutrals per ion: 1.915
scattered share of neutrals: 20.7 %
log slope b of cross section: 0.06
count, varying cross section: 2.73
change of count: 13.2 %
x^(2/3) field, mean ion energy: 143.4 eV
x^(2/3) field, mean neutral: 64.9 eV
x^(2/3) field, N(>20 eV): 1.65 per ion
density spoiling uniformity: 1.33e+09 cm-3
electron temperature (rough): 3.0 eV
ion entry energy Te/2: 1.5 eV
entry energy / eV: 0.50 %
thermal angle at mean neutral energy: 1.05 deg
secondary yield (rough): 0.1 per ion
ionization cross section (rough): 2.0e-16 cm2
extra ions by secondaries: 0.0097 per ion
```
